# Local self-energy and self-consistency in the large-coordination Hubbard model, part 2

We study the Hubbard model

$$H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right)-\mu\sum_{i\sigma}n_{i\sigma}$$

for many neighbours $z$, on the Bethe lattice and the $d$-dimensional hypercubic lattice ($z=2d$). The one-body matrix has $h_{ij}=-t$ between neighbours, with $t=t^*/\sqrt z$. The unit of energy is $t^*$, and $\hbar=k_B=1$. The state is paramagnetic and lattice-symmetric at fixed $T=1/\beta>0$. The self-energy is defined by $G^{-1}=(i\omega+\mu)\mathbb 1-h-\Sigma$. The density of states $\rho(\epsilon)$ of $h$ has variance $t^{*2}$; on the hypercubic lattice, where $\epsilon_k=-2t\sum_a\cos k_a$, it becomes Gaussian.

The exact $G$ obeys

$$\sum_j|G_{j0}(\tau)|^2\le1. \tag{1}$$

On the Bethe lattice $N_R=z(z-1)^{R-1}$ sites lie at distance $R$, and

$$|G_R(\tau)|\le(z-1)^{-R/2}\qquad\text{(Bethe lattice, any }U). \tag{2}$$

On the hypercubic lattice every nonlocal element is at most $z^{-1/2}$. For a local self-energy, with $\zeta=i\omega+\mu-\Sigma$, $\gamma=\operatorname{Im}\zeta>0$ and $|R|=\sum_a|R_a|$,

$$|G_R|\le\frac{|R|!}{\prod_a|R_a|!}\,\frac{(2t^*)^{|R|}}{\gamma^{|R|+1}}\;z^{-|R|/2}. \tag{4}$$

Skeleton diagrams have full lines $G$ and no self-energy insertions. For a set $S$ of vertices, neither empty nor everything, $\operatorname{cut}(S)$ counts the lines with exactly one end in $S$:

$$\operatorname{cut}(S)\ge4\quad\text{in a closed skeleton.} \tag{6}$$

In a diagram for $\Sigma_{ij}$, with external vertices $a$ at $i$ and $b$ at $j$, cuts separating $a$ from $b$ have at least three lines.

On the tree, each of the $L$ bonds of the smallest subtree containing all vertices defines a cut, crossed by the lines whose unique path uses that bond. The total line length is therefore at least $4L$. For one diagram of order $n\ge2$, with $L'=L-R$,

$$|\Sigma_{ij}(\tau)|\le U^n\beta^{n-2}\,(z-1)^{-3R/2}\sum_{L'\ge0}(R+L'+1)^{2(n-2)}\left[\frac z{(z-1)^2}\right]^{L'}. \tag{7}$$

With $\mathcal F$ the sum of skeleton diagrams on a single site, at each order,

$$\Sigma_{ij}=\delta_{ij}\,\mathcal F[G_{ii}]+\text{corrections},\qquad\text{corrections}=\begin{cases}O(1/z),&i=j\\O(z^{-3R/2}),&i\ne j,\end{cases} \tag{8}$$

Q: The hypercubic lattice has loops, so there is no unique path.

A: Hyperplanes replace bonds. For a placement, let $L_a$ be the difference between the largest and the smallest coordinate of the vertices in direction $a$, and $L=\sum_aL_a$. Each of the $L_a$ hyperplanes between consecutive coordinate values has vertices on both sides and defines a cut. A line with displacement $R$ crosses exactly $|R|$ of these hyperplanes, so the total length is again at least $4L$, and (4) gives $z^{-2L}$. A class of placements with $m$ occupied directions has $O(d^m)$ members, from the choice of directions, and $m\le L$. The class weighs $O(z^{m-2L})$, at most $z^{-L}$. With $a$ and $b$ fixed, the $|R|$ hyperplanes between them carry at least three lines each, and $\Sigma_R=O(z^{-3|R|/2})$. Equation (4) was derived for a local self-energy; its power of $z$ survives dressing, class by class and by induction in $U$, because a nonlocal $\Sigma_R$ of lower order carries an electron over $R$ at cost $z^{-3|R|/2}$, smaller than the $z^{-|R|/2}$ of $|R|$ hops.

This gives the order of each class but does not sum over classes, because the multinomial factor in (4) grows with $m$. The sum is controlled by (1). For the second-order closed diagram,

$$\sum_{R\ne0}|G_R|^4\le\max_{R\neq0}|G_R|^2\,\sum_R|G_R|^2\le\frac1z ,$$

and the Cauchy–Schwarz inequality gives the same bound when the four lines have different times. At higher order, group coincident vertices into $k\ge2$ blocks. The graph of blocks still has all cuts at least $4$, so it has at least $4k/2=2k$ lines. The Nash-Williams–Tutte theorem, a result of graph theory used here without proof, says that such a graph contains two line-disjoint spanning trees. They use $2k-2$ lines. The Cauchy–Schwarz inequality bounds the site sum of their product by the geometric mean of two sums $\sum\prod|G|^2$ over a single tree, and each of these is at most $1$ by applying (1) from the ends of the tree inwards. At least two nonlocal lines are left over, each at most $z^{-1/2}$. The nonlocal placements again sum to $O(1/z)$. The Bethe-lattice bound (7) does not need this theorem.

Q: Has the count been checked by actually summing over sites?

A: As a size estimate. The program builds the tree explicitly to depth two for $z=12$ and $24$, attaches the outer branches exactly, inverts the matrix at $\zeta=2i$, gives each line the weight $|G_{ij}|/|G_{00}|$, and sums every connected graph of order $2$ to $4$ over all positions on this depth-two tree, with one vertex at the root (shells beyond the second are left out). All lines are at one frequency, so this measures magnitudes and is not the value of a diagram. The exponent of the nonlocal part lies between $1.038$ and $1.045$ for the skeletons and between $-0.003$ and $0.063$ for the others; the assertions are $1$ and $0$ within $0.1$. The small excess over $1$ is explained once the tree propagator is in hand.

Q: $\Sigma_{01}$ is small, but there are $z$ neighbours, and $z\cdot z^{-3/2}$ is only $z^{-1/2}$. Does it really drop out of the Dyson equation, and how fast?

A: It enters as $h_{01}+\Sigma_{01}=-t\,(1-\Sigma_{01}/t)$, a relative change of the hopping of order $z^{-3/2}/z^{-1/2}=1/z$. On the hypercubic lattice the nearest shell contributes $\Sigma_1\sum_\delta e^{ik\delta}=-(\Sigma_1/t)\,\epsilon_k$ to $\Sigma(k)$. For states with $\epsilon_k$ of order $t^*$ this is $O(1/z)$. At the band edge $\epsilon_k=-zt=-t^*\sqrt z$ it is $z\Sigma_1=O(z^{-1/2})$, your estimate, but the Gaussian density of states gives such energies vanishing weight.

For the local Green function on the tree the argument is this. Let $A_R$ be the matrix with entries $1$ between sites at distance $R$. One step from a shell goes outward or inward, so $A_1A_1=A_2+z\mathbb 1$ and $A_1A_R=A_{R+1}+(z-1)A_{R-1}$ for $R\ge2$; all $A_R$ are polynomials in $A_1$ and commute. In the symmetric state $G$, $\Sigma$ and $h$ are combinations of the $A_R$ and can be diagonalized together. For each common eigenvector, $G=\int\!\mathcal A(\epsilon)\,d\epsilon/(i\omega-\epsilon)$ with $\mathcal A\ge0$ of unit weight. Then $|G|\le1/\omega$, and the Cauchy–Schwarz inequality gives $|G|^2\le\int\!\mathcal A/(\omega^2+\epsilon^2)=-\operatorname{Im}G/\omega$, so that $\operatorname{Im}G^{-1}=-\operatorname{Im}G/|G|^2\ge\omega$ and $\operatorname{Im}\Sigma\le0$. The diagonal element $\Sigma_{00}$ is an average of these eigenvalues, so $\zeta=i\omega+\mu-\Sigma_{00}$ has $\operatorname{Im}\zeta\ge\omega$ and $\tilde G=(\zeta-h)^{-1}$ also has norm at most $1/\omega$. With $\delta\Sigma=\sum_{R\ge1}\Sigma_RA_R$ we have $\tilde G^{-1}-G^{-1}=\delta\Sigma$, so $G-\tilde G=\tilde G\,\delta\Sigma\,G=\tilde GG\,\delta\Sigma$, and

$$|G_{00}-\tilde G_{00}|\le\frac1{\omega^2}\sum_{R\ge1}|\Sigma_R|\,\|A_R|0\rangle\|=\frac1{\omega^2}\sum_{R\ge1}|\Sigma_R|\sqrt{N_R}=O(1/z),$$

since $z^{-3R/2}z^{R/2}=z^{-R}$. On the hypercubic lattice the commuting matrices are the translations and the same estimate holds class by class. In the limit, $\Sigma_{ij}=\delta_{ij}\Sigma$, and expanding $(\zeta-h)^{-1}$ in eigenstates of $h$,

$$G_{\rm loc}(i\omega)=\int\frac{\rho(\epsilon)\,d\epsilon}{\zeta-\epsilon},\qquad\zeta=i\omega+\mu-\Sigma(i\omega). \tag{9}$$

Q: Equation (8) still contains the sum $\mathcal F$ of infinitely many diagrams. What has been gained?

A: $\mathcal F$ knows only $U$, $\beta$ and one function, so any problem with a single interacting site sums it. Take an Anderson impurity with the same interaction and $\mu$ on site $0$, coupled by $V_l$ to noninteracting levels $\epsilon_l$. At $U=0$ the equations $(i\omega-h)G=\mathbb 1$ read $(i\omega+\mu)\mathcal G-\sum_lV_lG_{l0}=1$ and $(i\omega-\epsilon_l)G_{l0}=V_l\mathcal G$. Eliminating $G_{l0}$,

$$\mathcal G^{-1}=i\omega+\mu-\Delta(i\omega),\qquad\Delta(i\omega)=\sum_l\frac{V_l^2}{i\omega-\epsilon_l}.$$

All vertices of this model sit on site $0$, and the diagrams have the same shapes, signs and factors as on the lattice. Hence $\Sigma_{\rm imp}=\mathcal F[G_{\rm imp}]$ with $G_{\rm imp}^{-1}=i\omega+\mu-\Delta-\Sigma_{\rm imp}$. If $\Delta$ is chosen so that $G_{\rm imp}=G_{\rm loc}$, the arguments of $\mathcal F$ agree, $\Sigma_{\rm imp}=\Sigma$, and

$$\Delta=i\omega+\mu-\Sigma-G_{\rm loc}^{-1}=\zeta-G_{\rm loc}^{-1}. \tag{10}$$

The impurity problem gives $\Sigma$ from $\Delta$, (9) gives $G_{\rm loc}$ from $\Sigma$, and (10) gives $\Delta$ back. These three relations for three functions are dynamical mean-field theory.

Q: Equation (10) looks like a mere definition. Why should that $\Delta$ be the hybridization of a physical bath, and what is it on the lattice?

A: Remove site $0$. Split $M=\zeta-h$ into the element $\zeta$, the couplings $-h_{0i}$, and the block $M'$ of the remaining sites, and call $G^{(0)}=M'^{-1}$ the cavity Green function. The column $0$ of $MG=\mathbb 1$ has two parts:

$$\zeta G_{00}-\sum_ih_{0i}G_{i0}=1,\qquad\sum_jM'_{ij}G_{j0}-h_{i0}G_{00}=0 .$$

The second gives $G_{i0}=\sum_jG^{(0)}_{ij}h_{j0}\,G_{00}$. Inserting in the first,

$$G_{00}^{-1}=\zeta-\sum_{ij}h_{0i}G^{(0)}_{ij}h_{j0},\qquad\text{so}\qquad\Delta=t^2\sum_{i,j\ \text{n.n. of }0}G^{(0)}_{ij}, \tag{11}$$

the two signs of $h=-t$ cancelling. For a column $j\neq0$, the rows $i\ne0$ read $\sum_kM'_{ik}G_{kj}-h_{i0}G_{0j}=\delta_{ij}$, so $G_{ij}=G^{(0)}_{ij}+\sum_kG^{(0)}_{ik}h_{k0}G_{0j}$, and the sum over $k$ is $G_{i0}/G_{00}$:

$$G^{(0)}_{ij}=G_{ij}-\frac{G_{i0}G_{0j}}{G_{00}}. \tag{12}$$

Nothing here needs $\zeta$ to be the same on all sites; the program tests (11) and (12) on a periodic $4\times4\times4$ cube with a random complex $\zeta$ on each site.

By (11), $\Delta$ is the amplitude to hop off the site, propagate in the rest of the lattice without visiting $0$, and hop back. In eigenstates of the hopping matrix $h'$ of the cavity lattice, $\Delta=\sum_\alpha w_\alpha/(\zeta-\epsilon'_\alpha)$ with $w_\alpha\ge0$ and $\sum_\alpha w_\alpha=zt^2=t^{*2}$. Continued to the upper half-plane, where $\operatorname{Im}\zeta>0$, it is analytic, has negative imaginary part and decays as $t^{*2}/i\omega$. These are the conditions for a representation by real levels with $V_l^2\ge0$, and the decay fixes $\sum_lV_l^2=t^{*2}$.

Q: Now specialize to the Bethe lattice. What is $\Delta$?

A: Removing site $0$ cuts the tree into $z$ disconnected branches, so $M'$ is block diagonal and $G^{(0)}_{ij}=g\,\delta_{ij}$ among the neighbours. Equation (11) becomes

$$\Delta=zt^2g=t^{*2}g,\qquad G_{\rm loc}=\frac1{\zeta-zt^2g}. \tag{13}$$

The root of a branch has $z-1$ remaining neighbours, each the root of an identical branch, so (11) applied inside the branch gives

$$g=\frac1{\zeta-(z-1)t^2g},\qquad g=\frac{\zeta-\sqrt{\zeta^2-4(z-1)t^2}}{2(z-1)t^2}, \tag{14}$$

with the root chosen so that $g\to1/\zeta$ at large $|\zeta|$. The neighbour element is $G_{10}=g\,h_{10}G_{00}=-tg\,G_{00}$; for a site further out one needs the cavity element from it to the branch root, to which the same step applies, so $G_R=G_{00}(-tg)^R$, of order $z^{-R/2}$ as in (2). Finally (12) with $i=j=1$ and $G_{11}=G_{00}=G_{\rm loc}$ gives

$$g=G_{\rm loc}-t^2g^2G_{\rm loc},\qquad\frac g{G_{\rm loc}}-1=-\frac{t^{*2}g^2}z. \tag{15}$$

Removing one neighbour out of $z$ changes the local function by a relative $1/z$. As $z\to\infty$, $g=G_{\rm loc}$ and

$$\Delta(i\omega)=t^{*2}\,G_{\rm loc}(i\omega). \tag{16}$$

The hopping in (16) is the scaled $t^*$, not the bond amplitude $t$, which vanishes in the limit.

The program tests $G_R$, the diagonal form of $G^{(0)}$ and the $1/z$ law on the explicit trees by matrix inversion, and tests (13) and (14) for $z=3$ on a tree of depth eight with free ends. At $\zeta=2i$ it prints $g=-0.41939\,i$, $G=-0.41333\,i$ for $z=12$, and (15) gives $0.41939^2/12=0.01466$, the printed value; for $z=24$, $0.41677^2/24=0.00724$, again as printed.

These numbers explain the skeleton exponent above $1$. With $x=t|g|$ the second-order graph has, on the depth-two tree, nonlocal weight $zx^4+z(z-1)x^8=(|g|^4/z)\,[1+(z-1)|g|^4/z^2]$. The fall of $|g|$ from $0.41939$ to $0.41677$ adds $4\ln(0.41939/0.41677)/\ln2=0.036$ to the exponent, and the bracket, going from $1.0024$ to $1.0012$, adds $0.002$. The total $1.038$ equals the lower end of the printed range. In every skeleton a single vertex has cut $4$ and no cut is smaller, so the leading nonlocal term is a fixed multiple of $zx^4$ and the $0.036$ is common to all of them; the subleading terms, which differ from graph to graph, are computed here only for the second-order one.

Q: You obtained (16) from the cavity, while (9) involves a density of states. Are the two the same statement?

A: They are. Put $\zeta=\epsilon+i0$ inside the band, $K=z-1$, $s=\sqrt{4Kt^2-\epsilon^2}$. Then $g=(\epsilon-is)/2Kt^2$, and (13) gives $G^{-1}=[(z-2)\epsilon+izs]/2K$, because $2K-z=z-2$. Its squared modulus is $[(z-2)^2\epsilon^2+z^2(4Kt^2-\epsilon^2)]/4K^2=(z^2t^2-\epsilon^2)/K$, using $(z-2)^2-z^2=-4K$. Therefore

$$\rho_z(\epsilon)=-\frac{\operatorname{Im}G}\pi=\frac{z\sqrt{4(z-1)t^2-\epsilon^2}}{2\pi\,(z^2t^2-\epsilon^2)}\ \xrightarrow{z\to\infty}\ \frac{\sqrt{4t^{*2}-\epsilon^2}}{2\pi t^{*2}},$$

since $z^2t^2=zt^{*2}$ dominates the denominator. The limit is a semicircle of half bandwidth $D=2t^*$, so (16) also reads $\Delta=(D/2)^2G_{\rm loc}$. The function that solves $G^{-1}=\zeta-t^{*2}G$ and decays as $1/\zeta$ is analytic in the upper half-plane and has this semicircle as its discontinuity, so by Cauchy's formula it equals the integral (9). Inserting $G^{-1}=\zeta-t^{*2}G$ in (10) returns (16). The program evaluates (9) by quadrature for twenty random complex $\zeta$ and asserts the quadratic relation to $10^{-10}$.

Q: Everything so far went through a perturbation series. At large $U$ I do not trust it.

A: The bounds are order by order, and their constants grow with $n$, so they do not prove convergence of the skeleton series, nor that $\mathcal F$ is single-valued at strong coupling. On the tree a second argument avoids the expansion in $U$. In the path integral, the coupling of site $0$ to neighbour $i$ contributes $-\delta S_i=t\sum_\sigma\int d\tau\,(\bar c_0c_i+\bar c_ic_0)$. Without these terms the branches are independent interacting systems, so averaging over them factorizes:

$$S_{\rm eff}=S_0-\sum_{i=1}^z\ln\langle e^{-\delta S_i}\rangle_i ,$$

with $S_0$ the action of the isolated site. Expand the logarithm in cumulants. Odd orders vanish by particle-number conservation in the branch. At second order the two cross terms cancel the $\tfrac12$:

$$\tfrac12\langle\delta S_i^2\rangle=t^2\sum_\sigma\iint\bar c_0(\tau)\,\langle c_i(\tau)\bar c_i(\tau')\rangle\,c_0(\tau')=-t^2\sum_\sigma\iint\bar c_0(\tau)\,g(\tau-\tau')\,c_0(\tau'),$$

where $g$ is now the exact interacting function at the root of a branch. So $S_{\rm eff}$ gains $+zt^2\bar c_0gc_0$. An impurity action has the quadratic part $-\bar c\,\mathcal G^{-1}c$, in which $\Delta$ appears as $+\bar c\,\Delta\,c$, and we read off $\Delta=zt^2g$ as in (13). The cumulant of order $2n$ is $t^{2n}$ times a connected $2n$-point function of the branch root, summed over $z$ branches: $zt^{2n}=t^{*2n}z^{1-n}$. The first neglected term is $t^{*4}/z$. The root of a branch obeys the same construction with $z-1$ in place of $z$, so its hybridization differs by $t^2g=O(1/z)$ and $g\to G_{\rm loc}$. The assumptions are that the connected functions stay finite as $z$ grows, that $G$ responds smoothly to a small change of $\Delta$, and that the branches are in the same symmetric state.

In the limit of large coordination the lattice problem reduces to an impurity in a self-consistent bath, with $\Delta=t^{*2}G_{\rm loc}$ on the Bethe lattice; a cavity argument gives the same result without expanding in $U$, under stated assumptions. A test on an interacting system, the limits of validity and numerical examples remain.
